\section*{When Four-Phonon Scattering Matters in a Boron Arsenide Model}

\section{The decision in the calculation}

A lattice-conductivity calculation can stop at cubic force constants and three-phonon scattering, or go on to the much more expensive quartic constants and four-phonon scattering. One argument for stopping is that the quartic process is of higher order in the atomic displacement. That argument compares interaction strengths. It fails if energy and crystal-momentum conservation exclude most of the lower-order processes.

Boron arsenide has two features that cause such exclusion: a wide acoustic--optical gap and acoustic branches that lie close together. A nearest-neighbour zincblende crystal shows what each feature forbids, and where the exclusion is incomplete. Hartree atomic units are used unless another unit is given.

\section{What the gap forbids}

Let the light and heavy masses be $m$ and $M$. Four bonds $\mathbf d_b$, with unit vectors $\mathbf n_b$, join each light atom to heavy atoms. Each bond has stretching constant $k_L$ and transverse constant $k_T$:
\[
\Phi_b=k_T I+(k_L-k_T)\mathbf n_b\mathbf n_b^T .
\]
Tetrahedral symmetry gives $\sum_b\mathbf n_b\mathbf n_b^T=4I/3$, so
\[
\sum_b\Phi_b=sI,\qquad s=\tfrac43(k_L+2k_T).
\]
For plane waves with light- and heavy-atom amplitudes $\mathbf u,\mathbf v$, put $F(\mathbf q)=\sum_b\Phi_be^{i\mathbf q\cdot\mathbf d_b}$. Newton's equations are
\[
(s-m\omega^2)\mathbf u=F\mathbf v,\qquad
(s-M\omega^2)\mathbf v=F^\dagger\mathbf u .
\]
Multiplying the first by $s-M\omega^2$ and using the second gives
\begin{equation}
(s-m\omega^2)(s-M\omega^2)=f^2, \label{disp}
\end{equation}
where $f^2$ is an eigenvalue of $FF^\dagger$.

For non-negative springs, $f\le s$. Indeed, for unit vectors $\mathbf x,\mathbf y$,
\[
|\mathbf x^\dagger F\mathbf y|\le\sum_b|\mathbf x^\dagger\Phi_b\mathbf y|
\le\tfrac12\sum_b(\mathbf x^\dagger\Phi_b\mathbf x+\mathbf y^\dagger\Phi_b\mathbf y)=s .
\]
The left side of (\ref{disp}) must therefore lie between $0$ and $s^2$. Its being non-negative excludes frequencies between $\sqrt{s/M}$ and $\sqrt{s/m}$. Its being at most $s^2$ gives $mM\omega^4\le s(m+M)\omega^2$. Hence
\[
\omega_A\le\sqrt{\frac sM},\qquad
\sqrt{\frac sm}\le\omega_O\le\sqrt{\frac sm+\frac sM}.
\]

A process with two acoustic phonons and one optical phonon needs $\omega_O=\omega_A+\omega_A'$. The right side is at most $2\sqrt{s/M}$, so the process is impossible in this model if $M/m>4$. A process with one acoustic and two optical phonons needs $\omega_A=\omega_O-\omega_O'$. It is impossible when $\omega_A$ exceeds the width of the optical interval. What remains above that cutoff is scattering among three acoustic phonons, which the gap does not restrict.

\section{What bunching forbids}

Take the limit $k_T=k_L=k$, in which the three acoustic branches coincide. Then $s=4k$ and $f/s=\cos\varphi$, where
\[
\cos\varphi(\mathbf q)=\frac14\left|\sum_be^{i\mathbf q\cdot\mathbf d_b}\right|,
\qquad 0\le\varphi\le\frac\pi2 .
\]
With $\Omega^2=s(1/m+1/M)$ and $c=4mM/(m+M)^2<1$, the lower root of (\ref{disp}) is
\[
\omega^2=\frac{\Omega^2}{2}\left(1-\sqrt{1-c\sin^2\varphi}\right).
\]
Define $\sin\eta=\sqrt c\,\sin\varphi$ with $0\le\eta\le\pi/2$. Since $1-\cos\eta=2\sin^2(\eta/2)$, this becomes $\omega=\Omega\sin(\eta/2)$. Differentiating the definition of $\eta$ gives
\[
\left(\frac{d\eta}{d\varphi}\right)^2=\frac{c(1-y)}{1-cy},\qquad y=\sin^2\varphi .
\]
The derivative of the right side with respect to $y$ is $c(c-1)/(1-cy)^2<0$. Thus $\eta$ rises with decreasing slope, and so does $\sin(\eta/2)$ as a function of $\eta$. The frequency is an increasing, strictly concave function of $\varphi$ that vanishes at $\varphi=0$.

The quantity $\varphi$ is also an angle. Let $a(\mathbf q)$ be the unit vector with components $e^{i\mathbf q\cdot\mathbf d_b}/2$; then $\cos\varphi(\mathbf q)=|\langle a(0)|a(\mathbf q)\rangle|$. Multiplying components by $e^{i\mathbf q_1\cdot\mathbf d_b}$ preserves inner products, so the angle between $a(\mathbf q_1)$ and $a(\mathbf q_1+\mathbf q_2)$ is $\varphi_2$. Decompose $a(0)$ and $a(\mathbf q_1+\mathbf q_2)$ along $a(\mathbf q_1)$ and perpendicular to it. The modulus of their overlap is at least $\cos\varphi_1\cos\varphi_2-\sin\varphi_1\sin\varphi_2=\cos(\varphi_1+\varphi_2)$. Therefore $\varphi_3\le\varphi_1+\varphi_2$, where $\varphi_3=\varphi(\mathbf q_1+\mathbf q_2)$; if the sum exceeds $\pi/2$ this holds trivially.

For two phonons of nonzero frequency with $\varphi_1+\varphi_2\le\pi/2$, monotonicity and strict concavity give
\[
\omega(\varphi_3)\le\omega(\varphi_1+\varphi_2)<\omega(\varphi_1)+\omega(\varphi_2).
\]
If $\varphi_1+\varphi_2>\pi/2$, reduce $\varphi_2$ to $\pi/2-\varphi_1$. This lowers the frequency sum, which is still at least $\omega(\pi/2)\ge\omega(\varphi_3)$. The strict inequality holds again. In this limit two acoustic phonons can never merge into a third acoustic phonon, and the reverse decay is forbidden too.

With $M/m>4$ and coincident branches, an acoustic mode above the optical-width cutoff has no three-phonon process at lowest order. Real branches are split, and a high branch can then take up the energy of two lower ones. Partial bunching can therefore reduce this channel without closing it.

\section{Why four phonons escape}

In the exchange $1+2\to3+4$, transfer a wavevector $\mathbf k$ from phonon 2 to phonon 1. Energy conservation within the branches reads
\[
E(\mathbf k)=\omega(\mathbf q_1+\mathbf k)+\omega(\mathbf q_2-\mathbf k)
-\omega(\mathbf q_1)-\omega(\mathbf q_2)=0 .
\]
The point $\mathbf k=0$ satisfies this but describes no scattering. The gradient there is $\mathbf v_1-\mathbf v_2$, the difference of the group velocities. Where the branches are smooth and this difference is nonzero, the implicit function theorem gives a surface of solutions through $\mathbf k=0$. Its other points near $\mathbf k=0$ are real exchanges. The argument uses neither a small gap nor split branches. It also covers an acoustic phonon exchanging energy with an optical one.

\section{Rates}

Phase space alone does not fix a rate. Let each bond stretch follow a Morse potential with inverse length $a$,
\[
V(x)=\frac{k_L}{2a^2}(1-e^{-ax})^2 .
\]
Its $n$th derivative at $x=0$ is $(k_L/2a^2)(-a)^n(2^n-2)$ for $n\ge2$. The cubic and quartic constants are thus $\Phi_3=-3ak_L$ and $\Phi_4=7a^2k_L$.

Let $S_{b\lambda}$ be the stretch of bond $b$ in mode $\lambda$, including the quantum factor $1/\sqrt{2\omega_\lambda}$, and let $N$ be the number of cells. The $3!$ or $4!$ ways of assigning modes cancel the Taylor factorials. The matrix elements, apart from occupations, are $\Phi_3A_3/\sqrt N$ and $\Phi_4A_4/N$, where $A_3$ and $A_4$ are sums over bonds of products of three or four $S_b$, conjugated for emitted phonons.

For absorption $0+1\to2$, loss minus gain is $n_0n_1(1+n_2)-(1+n_0)(1+n_1)n_2$. Its derivative with respect to $n_0$ is $n_1-n_2$. Decay gives $1+n_1+n_2$ in the same way. The golden rule yields
\begin{align*}
\frac1{\tau_3}=\frac{2\pi\Phi_3^2}{N}\sum|A_3|^2\big[&(n_1-n_2)\,\delta(\omega_0+\omega_1-\omega_2)\\
&+\tfrac12(1+n_1+n_2)\,\delta(\omega_0-\omega_1-\omega_2)\big].
\end{align*}
The sums run over momentum-conserving partners, and the half removes double counting of the two products.

For exchange the derivative is $n_1(1+n_2)(1+n_3)-(1+n_1)n_2n_3$. Detailed balance, $n_0n_1(1+n_2)(1+n_3)=(1+n_0)(1+n_1)n_2n_3$, turns it into $(1+n_1)n_2n_3/n_0$. Merging and splitting follow likewise:
\begin{align*}
\frac1{\tau_4}=\frac{2\pi\Phi_4^2}{N^2}\sum\frac{|A_4|^2}{n_0}\big[
&\tfrac12(1+n_1)n_2n_3\,\delta(\omega_0+\omega_1-\omega_2-\omega_3)\\
+&\tfrac12(1+n_1)(1+n_2)n_3\,\delta(\omega_0+\omega_1+\omega_2-\omega_3)\\
+&\tfrac16n_1n_2n_3\,\delta(\omega_0-\omega_1-\omega_2-\omega_3)\big].
\end{align*}
Put $x_i=\omega_i/k_BT$ and write $n=e^{-x/2}/[2\sinh(x/2)]$ and $1+n=e^{x/2}/[2\sinh(x/2)]$. Energy conservation cancels the exponentials, and all three four-phonon occupation factors become
\begin{equation}
\frac{\sinh(x_0/2)}{4\sinh(x_1/2)\sinh(x_2/2)\sinh(x_3/2)}. \label{occ}
\end{equation}
At high temperature this tends to $x_0/(x_1x_2x_3)\propto T^2$, while the three-phonon factors grow as $T$.

\section{The numbers}

The masses are those of boron and arsenic, $10.81$ and $74.92$ u, with ratio $6.93$. The chosen parameters are a lattice constant of $9$ bohr, $k_L=0.10$ and $k_T=0.02$ hartree/bohr$^2$, and $a=0.8$ bohr$^{-1}$. Then $s=4(0.14)/3=0.187$ hartree/bohr$^2$. The acoustic bound is $1.17$ millihartree and the optical interval is $3.08$--$3.29$ millihartree. Since $2(1.17)=2.34<3.08$, the first optical channel is closed. The second is limited to acoustic frequencies below $18\%$ of the acoustic bound.

In the relaxation-time approximation the acoustic conductivity is
\[
\kappa=\frac1{3NV}\sum_\lambda\frac{c_\lambda v_\lambda^2}{1/\tau_3+1/\tau_4+v_\lambda/L},
\]
with cell volume $V$, mode heat capacity $c_\lambda$, speed $v_\lambda$ and sample length $L=10\,\mu$m. The sum used 125 wavevectors. Partners came from a 3375-point mesh for three phonons and from 350 random pairs per wavevector for four. Each energy delta function was replaced by a box of half-width $3\%$ of the relaxing mode's frequency.

Below, $\kappa_3$ omits $1/\tau_4$ and $\kappa_{34}$ includes it. Rates are averages over acoustic modes in ns$^{-1}$; conductivities are in W/(m\,K).
\begin{center}
\begin{tabular}{lcccc}
Case & $1/\tau_3$ & $1/\tau_4$ & $\kappa_3$ & $\kappa_{34}$\\
BAs model, 300 K & 0.65 & 0.89 & 3700 & 3000\\
BAs model, 600 K & 1.30 & 6.12 & 2400 & 1500\\
More bunched, 300 K & 0.25 & 2.63 & 6400 & 2900\\
Heavier light atom, 300 K & 23.0 & 0.79 & 431 & 429
\end{tabular}
\end{center}

From the unrounded conductivities, four-phonon scattering removes $1-3049.9/3718.2=18\%$ at 300 K and $39\%$ at 600 K. Halving the energy box and redrawing the partners gave $19\%$ at 300 K and changed both conductivities by less than $4\%$. The 125 wavevectors were not changed, so their sampling error is not included in that figure.

The average four-phonon rate at 300 K exceeds the three-phonon rate, yet the conductivity falls by less than a fifth. The extra scattering is concentrated at high frequency. Above $0.7$ of the acoustic bound the mean rates are $1.55$ (four-phonon) and $0.87$ ns$^{-1}$ (three-phonon); below $0.4$ they are $0.005$ and $0.76$ ns$^{-1}$. Between $0.4$ and $0.7$ they are $0.08$ and $0.32$ ns$^{-1}$. Modes below $0.4$ lose almost nothing but carry only about a tenth of $\kappa_3$. The middle window carries about $60\%$ of the heat and loses about a tenth of its share; the top window carries about $30\%$ and loses about $40\%$ of it. Together these give the $18\%$.

The heavier light atom has $M/m=1.5$, with the springs and $\sqrt{s/M}$ held fixed. The two-acoustic, one-optical channel opens and supplies $22.0$ of the $23.0$ ns$^{-1}$. The four-phonon rate hardly changes, but its effect on conductivity drops to $0.6\%$. In this comparison the gap makes four-phonon scattering important by removing its competitor.

The more bunched crystal has $k_T/k_L=0.5$, with $s$, $\Phi_3$ and $\Phi_4$ held fixed. Its three-phonon rate falls as expected, but its four-phonon rate triples. Keeping $s$ fixed lowers $k_L$ to $0.07$ hartree/bohr$^2$, which changes the bond-stretch amplitudes as well as the phase space; the calculation does not separate the two effects. For the $10\,\mu$m sample, a three-phonon calculation would predict a gain in conductivity of roughly $70\%$ from bunching, while with four-phonon scattering there is no gain. The bunched $\kappa_3$ is less well converged than the unbunched one: few processes remain, and it rises by several per cent when the energy box is halved. This comparison depends on the sample length. Long-wavelength acoustic phonons here travel at about 5 km/s, so $v/L$ is about $0.5$ ns$^{-1}$, more than the bunched crystal's mean three-phonon rate of $0.25$ ns$^{-1}$. The boundaries therefore hold down its conductivity, and a longer sample can show a gain from bunching even with four-phonon scattering.

The temperature dependence reveals which phonons take part. By (\ref{occ}), doubling $T$ multiplies a process by $4\prod_{i=1}^3\cosh(x_i/4)/\cosh(x_0/4)$, with $x_i$ taken at 300 K. For acoustic partners $x_i\le1.23$, so the factor is at most $4.6$. The computed average rate grows by $6.12/0.89=6.9$, so optical phonons must contribute. The energy bounds allow at most two optical partners, for which the factor is at most $8.2$. Processes involving optical phonons therefore supply at least about $(6.9-4.6)/(8.2-4.6)\approx60\%$ of the summed four-phonon rate at 300 K. Above the optical-width cutoff, the gap and the narrow optical band together keep optical phonons out of three-phonon scattering, but they leave them active here.

\section{How far this carries to the material}

The measured room-temperature conductivity of good boron arsenide crystals is roughly 1000--1300 W/(m\,K), less than half the model value for a $10\,\mu$m sample. That value is strongly limited by the boundaries: a millimetre-long sample would nearly double it and widen the difference. The lattice constant and top optical frequency are close to the real ones. The real acoustic spectrum reaches higher than the model's, so the gap condition has less margin and should be checked on the computed dispersion. Real samples also contain isotopes and defects, and real forces extend beyond nearest neighbours. The Morse parameter $a$, which sets the strength of both kinds of scattering, was chosen and not fitted to the material. The model does not divide the difference among these causes.

The transverse springs are not rotationally invariant, and nonlinear bond geometry, frequency shifts with temperature and collective phonon flow are omitted. So are four-phonon amplitudes built from two cubic vertices. These are of the same order as the direct quartic amplitude and can interfere with it, so the $18\%$ belongs to this model and this sample length.

For a real crystal, the decision to include quartic scattering should follow from the three-phonon phase space of the modes that carry heat. A wide gap together with bunched acoustic branches is a reason to compute the quartic term, especially above room temperature. A small ratio of quartic to cubic energy is not sufficient reason to omit it.
